\section*{Dopant Flux from Fast Interstitial Pairing, with Uphill Diffusion, part 2}

A substitutional dopant atom moves only while paired with a self-interstitial, $A+I\rightleftharpoons AI$. We ask how a gradient of interstitials affects the dopant flux $J$. Depth is $x$, time is $t$, and positive $J$ points into the crystal. The temperature $T$ is uniform; $k$ is the Boltzmann constant, $e$ the elementary charge and $\epsilon_{\mathrm{Si}}$ the permittivity of silicon.

Substitutional dopant, free interstitials and pairs have concentrations $C$, $C_I=SC_I^*$ and $C_p$. Here $C_I^*$ is the equilibrium value and $S$ the supersaturation. With diffusivities $D_I$, $D_p$ and pairing and dissociation constants $k_f$, $k_r$, the rate equations are
\begin{align}
\partial_t C&=-R, \label{eq:c}\\
\partial_t C_p&=D_p\,\partial_x^2C_p+R, \label{eq:p}\\
\partial_t C_I&=D_I\,\partial_x^2C_I-R, \label{eq:i}
\end{align}
where $R=k_f C C_I-k_r C_p$. Let $\varepsilon=k_fC_I^*/k_r$ and $D^*=\varepsilon D_p$. For fast pairing in an intrinsic crystal, $C_p=\varepsilon CS$ and
\begin{equation}
J=-D^*\partial_x(CS). \label{eq:lawtwo}
\end{equation}
Uphill flow, towards higher $C$, then needs opposite slopes of $C$ and $S$ and
\begin{equation}
|\partial_x\ln S|>|\partial_x\ln C| . \label{eq:uphill}
\end{equation}

For a finite pair range $\lambda=\sqrt{D_p/k_r}$, with $P=C_p/\varepsilon$, slowly changing profiles and $\varepsilon S\ll1$, the finite-range equation is
\begin{equation}
P-\lambda^2\partial_x^2P=CS,\qquad J=-D^*\partial_xP . \label{eq:finite}
\end{equation}
Diffusive capture at radius $a_c$ limits $k_f$ to $4\pi a_cD_I$, so
\begin{equation}
\lambda^2\ge\frac{D^*}{4\pi a_cD_IC_I^*}. \label{eq:lmin}
\end{equation}

A source holds $S=S_W$ at $x=W$, and the surface $x=0$ is an interstitial sink of length $\ell$ (short means efficient). In the steady state, with dilute dopant,
\begin{equation}
S=1+m(x+\ell),\qquad m=\frac{S_W-1}{W+\ell}. \label{eq:S}
\end{equation}
For $C=C_0\exp(-x^2/2\sigma^2)$, part (c) found that the flux reverses at $x_r$, where $x_r(x_r+b)=\sigma^2$ and $b=\ell+1/m$; it is uphill for $0<x<x_r$. If no dopant crosses either end, part (d) gives a final profile $C\propto1/S$. Part (e) showed that the free energy of a closed layer cannot rise, even when dopant moves uphill.

\subsection*{(h) What changes when doping sets the hole density?}

Consider a singly charged acceptor $A^-$. Pairs have charges $z=-1,0,1$, in units of the positive elementary charge, and diffusivities $D_z$. Charge exchange is fast and the holes are nondegenerate. Find the flux in terms of $h=p_h/n_i$, where $p_h$ is the hole density and $n_i$ the intrinsic carrier density. Let $S$ now denote the supersaturation of neutral interstitials.

\textit{Solution.} The reaction $A^-+I^0+(z+1)h^+\rightleftharpoons AI^z$ balances charge. Its mass-action law is
\begin{equation}
C_z=K_zCSh^{z+1},
\end{equation}
with dimensionless $K_z$, since $S$ and $h$ have no units. Let $\psi$ be the electrostatic potential multiplied by the elementary charge and divided by $kT$. Positive holes obey $h=e^{-\psi}$, so $\partial_x\psi=-\partial_xh/h$. Drift and diffusion of each pair give
\begin{equation}
J_z=-D_z(\partial_xC_z+zC_z\partial_x\psi)
=-D_z\left(\partial_xC_z-\frac{zC_z}{h}\partial_xh\right).
\end{equation}
The derivative of the mass-action law is
\begin{equation}
\partial_xC_z=K_z\left[h^{z+1}\partial_x(CS)+(z+1)CSh^z\partial_xh\right].
\end{equation}
The drift term subtracts $zK_zCSh^z\partial_xh$, which leaves a coefficient of one in front of the last product:
\begin{align}
J_z&=-D_zK_zh^z\left[h\,\partial_x(CS)+CS\,\partial_xh\right]\nonumber\\
&=-D_zK_zh^z\,\partial_x(CSh).
\end{align}
Summing over charge states,
\begin{equation}
J=-\frac{D(h)}{h}\,\partial_x(CSh),\qquad D(h)=\sum_zD_zK_zh^{z+1}. \label{eq:charged}
\end{equation}
At uniform $h=1$ this returns Eq.~\eqref{eq:lawtwo} with $D^*=D(1)$.

If these acceptors are the sole dopant and the layer is locally neutral, $p_h-n_i^2/p_h=C$, or $h-1/h=C/n_i$. Solving the quadratic for its positive root gives
\begin{equation}
h=\frac{C}{2n_i}+\sqrt{1+\left(\frac{C}{2n_i}\right)^2}. \label{eq:h}
\end{equation}
Differentiating $h-1/h=C/n_i$ gives
\begin{equation}
\frac{d\ln h}{d\ln C}=\frac{h-1/h}{h+1/h}\equiv\theta .
\end{equation}
The relative slope that drives the flux is therefore $\partial_x\ln(CSh)=(1+\theta)\partial_x\ln C+\partial_x\ln S$. Uphill flow needs opposite slopes and $|\partial_x\ln S|>(1+\theta)|\partial_x\ln C|$. The field opposes uphill flow in this sense: the required relative slope of $S$ approaches twice its intrinsic value when $C\gg n_i$.

\subsection*{(i) Which way does boron move at the start?}

Take the regime of boron in silicon near $800\,^\circ$C, after an implant has left a damaged layer that emits interstitials. In the following list of round, rough values, $D_I$ and $C_I^*$ are separately uncertain by orders of magnitude, but the steady interstitial flux depends only on their product:
\begin{align*}
D^*&=4\times10^{-17}\ \mathrm{cm^2/s}, & D_p&=10^{-10}\ \mathrm{cm^2/s},\\
D_I&=10^{-9}\ \mathrm{cm^2/s}, & C_I^*&=1.5\times10^{12}\ \mathrm{cm^{-3}},\\
W&=100\ \mathrm{nm}, & \ell&=25\ \mathrm{nm},\\
S_W&=1000, & \lambda&=3\ \mathrm{nm}.
\end{align*}
The initial boron profile is $C_0\exp(-x^2/2\sigma^2)$, with $C_0=10^{17}\ \mathrm{cm^{-3}}$ and $\sigma=30$ nm. Boron crosses neither end of the layer. Find the two flux contributions at 10 nm, the direction at 40 nm and the reversal depth.

\textit{Solution.} The slope of the supersaturation is $m=999/125=7.992\ \mathrm{nm^{-1}}$, and its surface value is $S(0)=1+25m=200.8$. At 10 nm, $C=9.46\times10^{16}\ \mathrm{cm^{-3}}$ and $S=280.7$. The dopant slope there is
\begin{equation}
\partial_xC=-\frac{Cx}{\sigma^2}=-\frac{9.46\times10^{16}\times10}{900}
=-1.05\times10^{15}\ \mathrm{cm^{-3}/nm}.
\end{equation}
Since $1/\mathrm{nm}=10^7/\mathrm{cm}$, the two terms are
\begin{align}
-D^*S\,\partial_xC&=(4\times10^{-17})(280.7)(1.05\times10^{22})\nonumber\\
&=1.18\times10^8\ \mathrm{cm^{-2}s^{-1}},\\
-D^*C\,\partial_xS&=-(4\times10^{-17})(9.46\times10^{16})(7.992\times10^7)\nonumber\\
&=-3.02\times10^8\ \mathrm{cm^{-2}s^{-1}}.
\end{align}
Their sum is $-1.84\times10^8\ \mathrm{cm^{-2}s^{-1}}$. The negative sign means flow towards the surface, where the boron concentration is higher. At 40 nm the terms are $3.80\times10^8$ and $-1.31\times10^8\ \mathrm{cm^{-2}s^{-1}}$, so boron moves inward, down its gradient.

The reversal condition from part (c) is $x_r(x_r+b)=\sigma^2$, with $b=\ell+1/m=25.13$ nm. Hence
\begin{equation}
x_r=\frac{-25.13+\sqrt{25.13^2+4\times30^2}}2=20.0\ \mathrm{nm}.
\end{equation}

The three rate equations were also integrated numerically, without assuming pairing equilibrium. The run started with no pairs and let the interstitials respond to pairing. At 0.5 s its flux reversed at 20.05 nm, in agreement with the criterion. Its flux at 10 nm was $-1.67\times10^8\ \mathrm{cm^{-2}s^{-1}}$, smaller in magnitude by $9.5\%$ than the initial local value. The finite-range equation accounts for this difference together with the small change of profile in 0.5 s: when solved with the boron profile at 0.5 s and the linear $S$, it reproduces the simulated flux everywhere to within $0.19\%$ of the largest flux magnitude.

\subsection*{(j) What happens during a 60 s anneal?}

Compare the flux law with the rate equations and with $J=-D^*S\partial_xC$, which omits the gradient of $S$. Keep $D^*$, $S(x)$ and the initial boron profile the same for the two flux laws. Does the surface enrichment last?

\textit{Solution.} Near the surface, at the centre of the first numerical cell, the concentrations after 60 s are
\begin{center}
\begin{tabular}{lc}
Description & $C$ ($10^{17}\ \mathrm{cm^{-3}}$)\\
Initial profile & 1.00\\
Rate equations & 1.20\\
Pair flux law & 1.22\\
Law without $\partial_xS$ & 0.93
\end{tabular}
\end{center}
Uphill flow raises the surface concentration by about $20\%$. The law without the supersaturation gradient predicts a fall instead. The dose in the first 10 nm behaves likewise: it rises from $0.98\times10^{11}$ to $1.04\times10^{11}\ \mathrm{cm^{-2}}$ in the rate equations, but falls to $0.91\times10^{11}\ \mathrm{cm^{-2}}$ without that gradient.

The largest difference between the pair flux law and the rate equations is $1.7\%$ of $C_0$. For $\lambda=6$ and $1.5$ nm, with $D^*$ and $D_p$ held fixed, it is $7.3\%$ and $0.42\%$. The largest difference lies in the cell nearest the surface, so the last digit depends on the grid: with cells three times narrower, the finite-range equation and fixed $S$, these two values become $7.5\%$ and $0.40\%$. Halving $\lambda$ reduces the error about fourfold each time, as expected from the leading $\lambda^2$ correction. The incomplete law differs by $27\%$ of $C_0$ at $\lambda=3$ nm.

The enrichment is temporary for this initial profile. In the blocked steady state $CS$ is uniform, but boron also spreads through the whole 100 nm layer. The final near-surface concentration is $0.92\times10^{17}\ \mathrm{cm^{-3}}$, below its starting value although it remains the highest in the layer. The long integration agrees with the $1/S$ profile to better than $0.3\%$ at every depth. By 60 s the reversal depth has moved from 20 to about 17 nm.

A second numerical test closes both ends to interstitials as well. It starts with a uniform total boron concentration $C_0$ and the same linear $S$. After 0.03 s, boron at the former surface end exceeds that at the other end by $4.7\times10^{-5}C_0$. Over the same interval the total free energy falls steadily, by $1.4\%$ of its initial excess over the state $C=C_0$, $S=1$, $C_p=\varepsilon C_0$. Most of that excess cannot be released, because a closed layer keeps its interstitials. The dopant has become less uniform while the free energy has decreased, as part (e) allows.

\subsection*{(k) Which neglected effects matter here?}

Size the neglected effects for the example, and state how the result bears on a real anneal.

\textit{Solution.} With $a_c=0.5$ nm, Eq.~\eqref{eq:lmin} gives
\begin{equation}
\lambda\ge\left[\frac{4\times10^{-17}}{4\pi(5\times10^{-8})(1.5\times10^3)}\right]^{1/2}\mathrm{cm}
=2.1\ \mathrm{nm}.
\end{equation}
The chosen 3 nm is allowed; the 1.5 nm run is a mathematical test of convergence, not a possible case for these parameters.

For $n_i=2\times10^{18}\ \mathrm{cm^{-3}}$, Eq.~\eqref{eq:h} gives $h=1.025$ at $C_0$. If neutral pairs carry the flux and the layer is taken as locally neutral, the built-in field lowers the concentration in the first numerical cell at 60 s by $0.44\%$. Neutrality is only rough this close to the surface, because the Debye length $\sqrt{\epsilon_{\mathrm{Si}}kT/2e^2n_i}$ is about 3.9 nm; Poisson's equation with no field at the surface gives about $0.2\%$. A charged surface matters far more. A surface potential of $\pm kT/2e$, or $\pm46$ mV, screened over this length with $S$ unchanged, moves the concentration at 0.25 nm after 60 s from $1.22$ to $1.65$ (positive sign) or $0.87\times10^{17}\ \mathrm{cm^{-3}}$ (negative sign). This is larger than the enrichment found in part (j). Boron changes $S$ by at most $0.07\%$ at that time, and the pair fraction $\varepsilon S$ reaches $4\times10^{-4}$. Suppose vacancies supplied $5\%$ of boron diffusion at equilibrium and their supersaturation were $1/S$. Their flux at 10 nm would then be about $1.5\times10^{-6}$ of the interstitial contribution.

Clustering is the largest of the omitted reactions sized here. A pair that meets a substitutional boron atom can form $B_2I$. If every encounter succeeds and no cluster dissolves, the capture argument gives boron loss at the rate
\begin{equation}
2(4\pi a_cD_p)C_pC=8\pi a_cD^*SC^2 .
\end{equation}
The factor two counts both boron atoms. Integrated over depth and time with the unclustered profile, this removes about $7\%$ of the boron. It is an upper estimate for this reaction at the assumed capture radius. The corresponding estimate for a pair capturing another interstitial is $0.5\%$ for the listed values. Unlike the first, it depends on $D_p$ and $C_I^*$ separately: at fixed $D^*$ and $D_IC_I^*$, it rises to between $4\%$ and $5\%$ if $D_p$ is ten times smaller or $C_I^*$ a hundred times larger. Growth of larger clusters and clustering among free interstitials are omitted. Since the flux law is linear in $C$, the first fraction scales with $C_0$; at $10^{18}\ \mathrm{cm^{-3}}$ the same estimate would be about $70\%$, and a model without clusters could not be trusted.

The source must also last. The number of interstitials reaching the surface in 60 s is
\begin{align}
D_IC_I^*mt&=(1.5\times10^3)(7.992\times10^7)(60)\nonumber\\
&=7.2\times10^{12}\ \mathrm{cm^{-2}} .
\end{align}
The damaged layer must store more than this if its supersaturation is to stay nearly constant.

In real transient enhanced diffusion, supersaturations of hundreds or thousands and pair ranges of a few nanometres are plausible rough values near $800\,^\circ$C. The chosen boron concentration is well below $n_i$. At $10^{19}\ \mathrm{cm^{-3}}$, five times the assumed $n_i$, both the field and clustering must be included. Real damage also dissolves, so $S_W$ falls with time. While $S\gg1$ and the shape $f(x)=S/S_W$ stays fixed, the evolution is
\begin{equation}
\partial_tC=D^*S_W(t)\,\partial_x^2(Cf).
\end{equation}
With $d\tau=S_W\,dt$, the profile depends on the accumulated value $\tau=\int S_W\,dt$. The example has $\tau=6\times10^4$ s. If $S_W$ averaged 500 over the same minute, the profile would be that of a 30 s anneal at 1000. A surface that absorbs interstitials much more efficiently changes the shape itself. There $S/\partial_xS=\ell+1/m$; when this length is no longer large beside $\lambda$, the finite-range equation must replace the local flux law. The example also assumes a surface with no band bending that neither traps boron nor passes it into an oxide. At a real surface these effects can exceed or reverse the $20\%$ enrichment, so a measured pile-up or loss of boron near the surface cannot be assigned to the gradient of $S$ alone. The values in this example are predictions of the stated model, not measurements.

\section*{Computed results}
\begin{verbatim}
Dstar = 4.0e-17 cm2/s; D_pair = 1.0e-10 cm2/s
D_I = 1.0e-09 cm2/s; C_I_eq = 1.50e+12 cm^-3
D_I*C_I_eq = 1.50e+03 1/(cm s); eps = 4.0e-07
C0 = 1.0e+17 cm^-3; Gaussian width = 30 nm
Damage depth = 100 nm; surface sink length = 25 nm
S at surface = 200.8; S at damage = 1000
dS/dx = 7.992 1/nm; anneal time = 60 s
Pair range = 3.0 nm; k_r = 1111 1/s
At 10 nm: C = 9.460e+16 cm^-3; S = 280.7
  flux from grad C = 1.180e+08 cm^-2 s^-1
  flux from grad S = -3.024e+08 cm^-2 s^-1
  total flux, law at t = 0: -1.844e+08 cm^-2 s^-1
  flux, rate equations at 0.5 s: -1.669e+08 cm^-2 s^-1
At 40 nm: C = 4.111e+16 cm^-3; S = 520.5
  flux from grad C = 3.804e+08 cm^-2 s^-1
  flux from grad S = -1.314e+08 cm^-2 s^-1
  total flux, law at t = 0: 2.490e+08 cm^-2 s^-1
  flux, rate equations at 0.5 s: 2.404e+08 cm^-2 s^-1
Flux reversal depth, criterion: 19.96 nm
Flux reversal depth, rate equations at 0.5 s: 20.05 nm
Flux reversal depth, rate equations at 60 s: 16.8 nm
C at 0.25 nm, start: 1.000e+17 cm^-3
  after 60 s, rate equations: 1.201e+17 cm^-3
  after 60 s, pair flux law: 1.218e+17 cm^-3
  after 60 s, law without grad S: 9.303e+16 cm^-3
  long-time limit, C ~ 1/S: 9.222e+16 cm^-3
Dose in first 10 nm, start: 9.818e+10 cm^-2
Dose in first 10 nm, full: 1.040e+11 cm^-2
Dose in first 10 nm, pair: 1.047e+11 cm^-2
Dose in first 10 nm, no_gradS: 9.094e+10 cm^-2
Max error of flux law / C0, range 6.0 nm: 7.26 %
Max error of flux law / C0, range 3.0 nm: 1.74 %
Max error of flux law / C0, range 1.5 nm: 0.42 %
Max error without grad S / C0: 27.0 %
Finite-rate equation, max flux error: 0.19 %
Closed layer free energy, end/start: 0.9859
Closed layer dopant contrast: 4.67e-05
k_f = 2.96e-16 cm3/s; capture limit = 6.28e-16 cm3/s
Smallest pair range allowed by capture: 2.06 nm
n_i = 2.0e+18 cm^-3; h at C0 = 1.0253
Field effect on surface C: -0.44 %
Largest change of S by boron at 60 s: 0.068 %
Largest pair fraction eps*S: 4.0e-04
Vacancy flux share at 10 nm (5 % at S = 1): 1.5e-06
Boron in B2I clusters, upper estimate: 6.92 %
Boron in BI2 clusters, upper estimate: 0.45 %
Interstitials lost to surface in 60 s: 7.19e+12 cm^-2
\end{verbatim}
